# Disentangled Bands Are Ritz Values, Not Eigenvalues, Outside the Frozen Window

An electron moves in a weak periodic potential in one dimension. Its second and third bands nearly touch at $k=0$, and we want a model with two Wannier functions per cell. The more slowly the two-dimensional space of states varies with $k$, the more compact the functions can be. The lowest two bands are separated from the third by a gap and do have localized Wannier functions, but these are spread out, because the character of band 2 changes rapidly near the narrow gap. Disentanglement therefore selects, at each mesh point, a two-dimensional subspace from a larger set of Bloch states. Diagonalizing the Hamiltonian in that subspace gives two smooth bands. Are their energies those of the crystal?

## The belief and its appeal

The belief is that disentangled bands are true eigenvalues at every energy, apart from a small interpolation error. It has good grounds. The bands come from diagonalizing the real Hamiltonian between real Bloch states. In a frozen window, where chosen Bloch states are retained unchanged, their energies are reproduced exactly at the mesh points. Outside it the curves continue without a visible break.

The weak point is the word "diagonalizing". What is diagonalized is a projected Hamiltonian, and its eigenvalues need not be eigenvalues of the original.

## What the selected subspace gives

Fix a mesh point $k$. In atomic units the Hamiltonian is $H=p^2/2+V$. Let the outer window contain $N$ orthonormal Bloch states $|n\rangle$, with $H|n\rangle=e_n|n\rangle$ and $e_1\le\dots\le e_N$. Disentanglement selects $J\le N$ orthonormal combinations,

$$|a_j\rangle=\sum_{n=1}^{N}|n\rangle A_{nj},\qquad A^\dagger A=1 .$$

With $e=\mathrm{diag}(e_1,\dots,e_N)$, the Hamiltonian matrix between them is $A^\dagger eA$. The disentangled energies solve

$$A^\dagger eA\,y=\theta y,\qquad y^\dagger y=1 .$$

Such numbers are called Ritz values. Put $c=Ay$, so that $c^\dagger c=y^\dagger A^\dagger Ay=1$. Multiplying the equation from the left by $y^\dagger$ gives

$$\theta=c^\dagger ec=\sum_n|c_n|^2e_n. \tag{1}$$

Each disentangled energy is a weighted mean of true energies. It belongs to an eigenstate when all the weight lies on states of one energy, and not otherwise. To see this, let $|v\rangle=\sum_n c_n|n\rangle$ and define the residual $r=\|(H-\theta)|v\rangle\|$. Since $(H-\theta)|n\rangle=(e_n-\theta)|n\rangle$,

$$r^2=\sum_n|c_n|^2(e_n-\theta)^2\ \ge\ \min_n(e_n-\theta)^2. \tag{2}$$

The inequality holds because the weights sum to one. Thus some true eigenvalue lies within $r$ of $\theta$, and $r=0$ holds precisely when $|v\rangle$ is an eigenstate. The bound does not say which eigenvalue is near, and $r$ is not itself the distance. A mean can also coincide with some $e_n$ by accident while $r$ is nonzero; equality of numbers alone does not establish an eigenstate.

If $J=N$, the matrix $A$ is square and unitary, and $A^\dagger eA$ has the eigenvalues $e_n$. The question arises when $J<N$.

## What the true energies imply

The Ritz values, ordered as $\theta_1\le\dots\le\theta_J$, satisfy Cauchy interlacing:

$$e_i\le\theta_i\le e_{i+N-J},\qquad i=1,\dots,J. \tag{3}$$

For the lower bound, take the span of the first $i$ Ritz vectors, of dimension $i$, and the span of the eigenstates $i,\dots,N$, of dimension $N-i+1$. The dimensions add up to $N+1$, one more than the space has, so the two spans share a unit vector $x$. In the first span the mean energy of $x$ is at most $\theta_i$, since $H$ is diagonal between Ritz vectors. In the second it is at least $e_i$. Hence $e_i\le\theta_i$.

For the upper bound, take the Ritz vectors $i,\dots,J$, of dimension $J-i+1$, and the eigenstates $1,\dots,i+N-J$. The dimensions again add up to $N+1$. A shared unit vector has mean energy at least $\theta_i$ and at most $e_{i+N-J}$.

Now freeze $M$ Bloch states, which means requiring them to lie in the subspace. The remaining $J-M$ basis vectors are orthogonal to them and so contain unfrozen Bloch states alone. Because $e$ is diagonal, no matrix element joins the two groups, and $A^\dagger eA$ splits into blocks. The frozen block returns its $M$ true energies. In the other block, (3) applies again: let $f_1\le\dots\le f_{N-M}$ be the unfrozen energies and $\phi_1\le\dots\le\phi_{J-M}$ the remaining Ritz values. Since $(N-M)-(J-M)=N-J$,

$$f_i\le\phi_i\le f_{i+N-J}. \tag{4}$$

## These bounds cannot be sharpened

Could the energies imply something stronger, for instance that $\theta_i$ stays near an eigenvalue? They could not: every ordered list allowed by (3) belongs to some subspace. The proof removes one dimension at a time.

Start with $n$ energies $\lambda_i$ and prescribe $n-1$ values with $\lambda_1<\mu_1<\lambda_2<\dots<\mu_{n-1}<\lambda_n$. We seek a unit vector $w$ such that the Hamiltonian projected onto the space orthogonal to $w$ has eigenvalues $\mu_j$. A vector $v\perp w$ is an eigenvector of the projected Hamiltonian, with eigenvalue $x$, if $(\lambda-x)v$ has no part orthogonal to $w$. Then $(\lambda_i-x)v_i=\alpha w_i$ for some number $\alpha$. For $x$ different from all $\lambda_i$ this gives $v_i=\alpha w_i/(\lambda_i-x)$, and $w^\dagger v=0$ becomes

$$\sum_i\frac{|w_i|^2}{\lambda_i-x}=0
\quad\Longleftrightarrow\quad
\sum_i|w_i|^2\prod_{j\ne i}(\lambda_j-x)=0. \tag{5}$$

We want the polynomial on the right to equal $\prod_j(\mu_j-x)$. At $x=\lambda_i$ all its terms but one vanish, which requires

$$|w_i|^2=\frac{\prod_{j=1}^{n-1}(\mu_j-\lambda_i)}{\prod_{j\ne i}(\lambda_j-\lambda_i)}. \tag{6}$$

Numerator and denominator each have $i-1$ negative factors, so the ratio is positive. With this choice two polynomials of degree at most $n-1$ agree at $n$ points and are therefore identical. Comparing the coefficients of $(-x)^{n-1}$ gives $\sum_i|w_i|^2=1$. The $n-1$ distinct roots $\mu_j$ are then all the eigenvalues of the projected Hamiltonian.

Equalities are reached as limits. Replace $\lambda_i$ by $\lambda_i+2i\epsilon$ and $\mu_i$ by $\mu_i+(2i+1)\epsilon$, which makes weak inequalities strict. As $\epsilon\to0$, the unit vectors $w$ have a convergent subsequence, and the eigenvalues of the projected matrix vary continuously.

To reach $J$ target values $\theta_i$ from $n>J$ energies obeying $\lambda_i\le\theta_i\le\lambda_{i+n-J}$, set $d=n-1-J$ and choose

$$\mu_i=\max(\lambda_i,\theta_{i-d}),$$

omitting $\theta_{i-d}$ when $i\le d$. Then $\mu_i\ge\lambda_i$. Also $\mu_i\le\lambda_{i+1}$, because $\theta_{i-d}\le\lambda_{i-d+n-J}=\lambda_{i+1}$. The step is therefore allowed. The new energies satisfy $\mu_i\le\theta_i$, since neither $\lambda_i$ nor $\theta_{i-d}$ exceeds $\theta_i$, and $\theta_i\le\mu_{i+d}$ by construction. These are the same conditions with $n$ replaced by $n-1$, so the step can be repeated. At $n=J+1$ we have $d=0$ and $\mu_i=\theta_i$.

The same construction in the unfrozen block shows that (4) is sharp. Interlacing is thus all that the energies and the numbers of states imply at one mesh point. It is not all that determines an actual calculation.

## What chooses the values

The criterion used here compares subspaces at neighbouring mesh points. Let $P_k$ project onto the cell-periodic parts of the selected states. In one dimension, with $N_k$ mesh points of spacing $b$, one minimizes

$$\Omega_I=\frac1{N_k}\sum_k\sum_{\pm b}\frac1{2b^2}\left[J-\mathrm{Tr}\,P_kP_{k\pm b}\right]. \tag{7}$$

This quantity is called the gauge-invariant part of the Wannier spread. It is unchanged by rotations within the subspaces, since it contains projectors alone.

Hold the neighbours of $k$ fixed. The product $P_kP_{k+b}$ occurs twice in (7), once from each end of the link, and so does $P_kP_{k-b}$. With $Z_k=\frac12(P_{k+b}+P_{k-b})$, the part that depends on $P_k$ is

$$-\frac1{N_k}\,\frac{2}{2b^2}\,\mathrm{Tr}\,P_k(P_{k+b}+P_{k-b})
=-\frac{2}{N_kb^2}\,\mathrm{Tr}\,P_kZ_k .$$

The frozen part of $P_k$ is given. Let $Q$ be the remaining projector, of rank $J-M$, and let $z_a$ be the eigenvalues of $Z_k$ restricted to the unfrozen states. Then $\mathrm{Tr}\,QZ_k=\sum_a z_aq_a$, where $q_a$ is the diagonal element of $Q$ in the $a$th eigenvector. Because $0\le q_a\le1$ and $\sum_aq_a=J-M$, the sum is largest when $q_a=1$ for the $J-M$ largest $z_a$. On a mesh with an even number of points, alternate points can be updated together without raising $\Omega_I$, since no two of them are neighbours.

Energies appear in this choice through the windows alone. The criterion rewards similarity between neighbouring subspaces and never asks whether a selected vector is an eigenstate.

## A crystal with a narrow gap

Take $V(x)=-V_0\cos Gx$ with $V_0=3$ eV, cell length $a=4$ Å and $G=2\pi/a$. The free kinetic energy at $k=G$ is $T=9.40$ eV. The outer window ends at 35 eV and the frozen window at 6 eV, both open below. We select $J=2$ states on 40 mesh points. These are round model parameters.

At $k=0$, bands 2 and 3 lie at 9.321 and 9.780 eV. Near this point they are made mainly of the plane waves with wave numbers $k-G$ and $k+G$. With $\kappa=k/G$, their free energies differ by

$$T\left[(1+\kappa)^2-(1-\kappa)^2\right]=4T\kappa .$$

This reaches the gap of 0.459 eV at $\kappa\approx0.459/(4\times9.40)\approx0.012$. As a rough scale, band 2 changes from one wave to the other within about that distance of $k=0$, less than one mesh step of 0.025.

A two-wave picture shows why $\Omega_I$ disfavours this. Suppose neighbouring subspaces share one direction while their second vectors make an angle $\varphi$. Then $\mathrm{Tr}\,P_kP_{k+b}=1+\cos^2\varphi$, and the bracket in (7) is $\sin^2\varphi$. A turn by $\pi/2$ on a single link costs 1. The same turn spread evenly over $m$ links costs $m\sin^2(\pi/2m)$, about $\pi^2/4m$ for large $m$. Two links still cost 1, but from three links on the slow turn is cheaper, and along it the second vector generally differs from band 2, although the two can coincide at single points such as $k=0$.

The table gives part of the result. Here $\theta_2$ is the upper disentangled energy and $w_2$ its weight on the true band 2.

| $k/G$ | $e_2$ (eV) | $e_3$ (eV) | $\theta_2$ (eV) | $w_2$ |
|---|---|---|---|---|
| 0.000 | 9.321 | 9.780 | 9.321 | 1.000 |
| 0.025 | 9.042 | 10.071 | 9.254 | 0.795 |
| 0.075 | 8.208 | 11.008 | 8.739 | 0.810 |
| 0.125 | 7.400 | 12.021 | 7.842 | 0.904 |
| 0.200 | 6.285 | 13.640 | 6.333 | 0.993 |
| 0.225 | 5.943 | 14.204 | 5.943 | 1.000 |

At $k/G=0.075$ the weights are 0.8104 on band 2 and 0.1896 on band 3, and zero to four decimals on the others. Equation (1) gives

$$\theta_2=0.8104\times8.2082+0.1896\times11.0075=8.739\ \text{eV}.$$

No eigenvalue lies there: the nearest is 0.531 eV below. For two weights, the deviations from the mean are $-w_3(e_3-e_2)$ and $w_2(e_3-e_2)$. Inserting them in (2) gives $r^2=w_2w_3(w_3+w_2)(e_3-e_2)^2$, and since $w_2+w_3=1$,

$$r=\sqrt{0.8104\times0.1896}\times2.799=1.097\ \text{eV}.$$

The true distance is about half this bound.

Interlacing is obeyed but says little here. Band 1 is frozen, and the unfrozen outer energies are 8.208, 11.008 and 34.870 eV. For the single remaining Ritz value, (4) allows the whole range from 8.208 to 34.870 eV. The lower end does fix the sign of the error: with both windows open below, the second disentangled energy cannot lie below the true second energy at a mesh point.

The point $k=0$ shows that "outside the frozen window" does not mean "necessarily wrong". The state there is unfrozen, yet $\theta_2=e_2$. The potential is even, and the minimization starts from the two lowest bands and updates $k$ and $-k$ alike, so the subspaces at $\pm b$ are mirror images. Hence $Z_0$ commutes with inversion, and its nondegenerate eigenvectors have definite parity. The unfrozen outer states at $k=0$ are band 2, which is odd, and band 3, which is even. A vector of definite parity must be one or the other, so $\theta_2$ is a true eigenvalue either way. Parity does not decide which; in this run it is band 2.

## Same crystal, different bands

Now raise the frozen limit from 6 to 8.5 eV and change nothing else. At $k/G=0.075$ the second disentangled energy moves from 8.739 to 8.208 eV, the true value. At $k/G=0.025$, which is unfrozen in both runs, it moves from 9.254 to 9.144 eV, while the true band stays at 9.042 eV. An eigenvalue of the crystal could not depend on this setting.

The correction has a price. The minimized $\Omega_I$ rises from 2.10 to 5.30 Å$^2$, because less of the $k$ axis is left for the turn. For comparison, the two lowest true bands on the same mesh give 9.47 Å$^2$. That value is not converged, because 40 points do not resolve the rapid change near $k=0$: it rises to 11.73 Å$^2$ on 80 points and tends to about 12.8 Å$^2$ on much finer meshes, whereas the 2.10 Å$^2$ of the 6 eV window is unchanged on 80 points.

## Interpolation is a separate error

A Wannier model stores matrices in real space. Let $W_k$ be the selected coefficients in a gauge that is smooth and periodic in $k$, and let $H_k=W_k^\dagger eW_k$. The stored matrices and the interpolated Hamiltonian are

$$H(R)=\frac1{N_k}\sum_k e^{-ikR}H_k,\qquad
\widetilde H(q)=\sum_R e^{iqR}H(R),$$

where $R$ runs over $N_k$ successive lattice vectors. (For even $N_k$ the two end vectors may share one term equally, which changes nothing at mesh points.) If $q$ is a mesh point, $\sum_R e^{i(q-k)R}$ equals $N_k$ for $k=q$ and zero for every other mesh point. Thus $\widetilde H(q)=H_q$, and interpolation returns the Ritz values, right or wrong. Between mesh points even the frozen bands are approximate, and the bounds (3) are not guaranteed.

A finer mesh separates the two errors. The second column gives the distance of $\theta_2$ from the nearest eigenvalue, maximized over the mesh points. The third gives the largest error, relative to fresh diagonalization, midway between neighbouring points where both states are frozen.

| Mesh points | Distance of $\theta_2$ (eV) | Interpolation error (meV) |
|---|---|---|
| 20 | 0.614 | 7.4 |
| 40 | 0.531 | 2.0 |
| 80 | 0.541 | 0.5 |

The interpolation error falls by roughly a factor of four at each doubling. The departure outside the frozen window remains near half an electronvolt on the two finer meshes. It comes from the choice of subspace, which a denser mesh does not repair.

## A frozen window can contain a false value

One might retreat to the claim that every band value inside the frozen window is true. Freezing guarantees something weaker: at mesh points, every true energy in the window appears. An additional Ritz value can fall there too if unfrozen outer states lie both below and above the window, since a mean of low and high energies can land between them.

At $k/G=0.3$ the first three energies are 0.184, 5.018 and 15.971 eV. Freeze the range from 4 to 6 eV, which holds band 2 alone, and let the second selected vector be a mixture of bands 1 and 3. To give it a mean energy of 4.5 eV, its weight on band 3 must be

$$s=\frac{4.5-0.1838}{15.9713-0.1838}=0.2734 .$$

The disentangled energies are then 4.500 and 5.018 eV. Both lie in the frozen window, but only the second is an eigenvalue. This subspace was built by hand to show what freezing permits; it was not obtained by minimizing $\Omega_I$.

The danger is absent when no unfrozen outer state lies below the window. All $f_i$ in (4) then lie above its top, and so do all the $\phi_i$. The two runs above are of this kind, so at their mesh points each band value up to the frozen limit is a true eigenvalue.

Elsewhere a disentangled value should be checked through its residual, or compared with the original eigenvalues, before it is read as an energy of the crystal. The numerical check asserts the interlacing and residual bounds, the exactness of frozen states and the construction of prescribed Ritz values, and it prints the energies, weights, spreads and errors quoted here.

## Computed values

```
cell a = 4.0 angstrom, V0 = 3.0 eV, J = 2
G = 1.5708 1/angstrom, kinetic energy at G = 9.4008 eV
outer top 35.0 eV, frozen top 6.0 eV, second run 8.5 eV
k=0, bands 2, 3: 9.3211, 9.7799 eV
same from Mathieu: 9.3211, 9.7799 eV
40-point mesh; theta2 = second disentangled band; energies in eV
r = residual, w2 = weight on true band 2 (both for frozen top 6)
 k/G    N  e2      e3       eN       theta2   r       w2      theta2 (8.5)
0.000  3  9.3211  9.7799  9.7799  9.3211  0.0000  1.0000  9.3211
0.025  3  9.0425  10.0713  10.0713  9.2536  0.4155  0.7948  9.1442
0.050  3  8.6271  10.5248  10.5248  9.0552  0.7932  0.7744  8.6981
0.075  4  8.2082  11.0075  34.8703  8.7389  1.0973  0.8104  8.2082
0.100  4  7.7980  11.5071  33.9724  8.3254  1.2954  0.8578  7.7980
0.125  4  7.3996  12.0209  33.0862  7.8425  1.3604  0.9042  7.3996
0.150  4  7.0140  12.5479  32.2118  7.3236  1.2719  0.9441  7.0140
0.175  4  6.6422  13.0876  31.3493  6.8069  1.0169  0.9745  6.6422
0.200  4  6.2849  13.6398  30.4985  6.3328  0.5914  0.9935  6.2849
0.225  4  5.9428  14.2044  29.6596  5.9428  0.0000  1.0000  5.9428
0.250  4  5.6169  14.7812  28.8324  5.6169  0.0000  1.0000  5.6169
largest distance to an eigenvalue at k/G = 0.075: 0.5307 eV
weights there on bands 1 to 5: 0.0000 0.8104 0.1896 0.0000 0.0000
energies there of bands 1 to 5 (eV): -0.4156 8.2082 11.0075 34.8703 40.5056
mesh: Omega_I start, end (angstrom^2); largest distance (eV); frozen-region interpolation error (meV)
20: 6.2428, 1.8930; 0.6144; 7.429
40: 9.4724, 2.0966; 0.5307; 1.967
80: 11.7279, 2.1004; 0.5409; 0.478
Omega_I end, frozen top 8.5 eV, 40 points: 5.3029 angstrom^2
k-points frozen only in second run: 12
largest distance there: 0.5307 eV before, 0.0e+00 eV after
prescribed Ritz values: 100 pairs, worst error 3.6e-14 eV
false value test, k/G = 0.3, frozen window 4.0 to 6.0 eV
true bands 1, 2, 3 (eV): 0.1838 5.0183 15.9713
weight of band 3 in mixture: 0.2734
Ritz values (eV): 4.5000 5.0183
```
